# Minority-Carrier Diffusion Length from Photon Flux at Constant Surface Photovoltage

## 1. Definitions and conventions

A p-type wafer with acceptor density $N_A$ is lit steadily through its front surface, beneath which lies a depletion layer of width $w$. The inner edge of that layer is $x=0$, and $x$ increases into the neutral region, which ends at the back surface $x=W$. For n-type material, exchange electrons and holes and reverse the sign of the band bending.

The algebra uses atomic units: the elementary charge is 1, $4\pi\varepsilon_0=1$, and the temperature $T$ is an energy. The relative permittivity is $\kappa$.

- $\alpha$ is the optical absorption coefficient and $\delta=1/\alpha$ the absorption length.
- $\Phi$ is the incident photon flux, $R$ the reflectance, and $F=(1-R)\Phi$ the flux that enters. Each absorbed photon makes one electron-hole pair.
- $n(x)$ is the excess electron density. In the dark the neutral region holds $n_0=n_i^2/N_A$ electrons per volume, with $n_i$ the intrinsic density. The total density at the edge is $n_b=n_0+n(0)$.
- $D$ is the electron diffusion coefficient, $\tau$ the electron lifetime, and $L=\sqrt{D\tau}$ the diffusion length.
- $\psi>0$ is the band bending at the surface, and $v=\psi/T$. Light reduces it, and the photovoltage is $V=\psi_{\rm dark}-\psi_{\rm light}$.

In a measurement, $\Phi$ is adjusted at each wavelength until $V$ has the same chosen value. The result to be derived is

$$F(\delta)=C(V)\left(1+\frac{\delta}{L}\right).\tag{1}$$

The straight line, extended to $F=0$, meets the $\delta$ axis at $-L$. Low injection alone does not ensure this. The derivation also needs $w\ll\delta$, a wafer much thicker than $L$ and thick enough that light reflected at the back surface can be neglected, uniform $D$ and $\tau$, a surface that does not change during the scan, and a measured voltage that comes from the front surface alone, with no photovoltage at the back.

## 2. The neutral region

Low injection means that the electron density is far below $N_A$ throughout the neutral region, including the edge, where $n_b\ll N_A$. It makes the transport problem linear for two reasons. First, $\tau$ may be taken as independent of $n$, so the net recombination rate is $n/\tau$. (If midgap traps capture electrons much faster than holes, this needs a stricter limit: $n/N_A$ must also be far below the ratio of the electron capture time to the hole capture time.) Second, electron drift is negligible. To see this, note that no net current flows, so the electron and hole fluxes are equal:

$$-Dn'-\mu n_b E=-D_pn'+\mu_pN_AE .$$

Here neutrality has been used to set the hole gradient equal to $n'$. Dropping $\mu n_b$ beside $\mu_pN_A$ and using $D_p=\mu_pT$ gives $E=T(1-D/D_p)\,n'/N_A$. With $D=\mu T$, the ratio of drift to diffusion is then $(1-D/D_p)\,n_b/N_A$, which is small. Deeper in the wafer the local electron density takes the place of $n_b$.

The light reaching $x=0$ is $Fe^{-\alpha w}$, so the generation rate is $g(x)=\alpha Fe^{-\alpha w}e^{-\alpha x}$ and

$$Dn''-\frac{n}{\tau}+g=0.\tag{2}$$

The electron flux toward the surface is $+Dn'(0)$, since the flux in the $+x$ direction is $-Dn'$.

## 3. Why a fixed voltage fixes the edge density

The surface may respond nonlinearly. What is needed is that $V$ determines both $n(0)$ and the surface loss.

**Charge in the layer.** If the quasi-Fermi levels are nearly flat across the layer, the local densities are $n_be^{u}$ and $N_Ae^{-u}$, where $u$ is the local potential divided by $T$. To leading order in $n_b/N_A$ the charge density is

$$\rho=N_A(e^{-u}-1)-n_b(e^{u}-1).$$

Multiply Poisson's equation $T u''=-4\pi\rho/\kappa$ by $Tu'$ and integrate from the neutral edge, where $u=u'=0$, to the surface, where $u=v$:

$$\frac{(Tu')^2}{2}=\frac{4\pi TN_A}{\kappa}G,$$

$$G=\int_0^v\left[1-e^{-u}+\frac{n_b}{N_A}(e^u-1)\right]du
=e^{-v}+v-1+\frac{n_b}{N_A}(e^v-v-1).$$

Gauss's law, $|Q|=\kappa|Tu'|/4\pi$, then gives the negative charge per area,

$$|Q|=\sqrt{\frac{\kappa TN_AG}{2\pi}}.\tag{3}$$

**Charge and loss at the surface.** Take $N_t$ donor-like traps per area at midgap, positive when empty, with equal capture coefficients $c$ for electrons and holes. Let $n_s=n_be^v$ and $p_s=N_Ae^{-v}$. In steady state the net electron capture equals the net hole capture. For occupancy $f_t$,

$$n_s(1-f_t)-n_if_t=p_sf_t-n_i(1-f_t)
\quad\Rightarrow\quad 1-f_t=\frac{p_s+n_i}{n_s+p_s+2n_i}.$$

The loss flux is the net electron capture. With $s_0=cN_t$, and since $n_sp_s-n_i^2=N_A(n_b-n_0)=N_An(0)$,

$$J_s=s_0\frac{n_sp_s-n_i^2}{n_s+p_s+2n_i}
=\frac{s_0N_A\,n(0)}{n_s+p_s+2n_i}.\tag{4}$$

**Monotonic response.** With a fixed positive charge $Q_f\ge0$, neutrality requires

$$H(v,n_b)=Q_f+N_t(1-f_t)-|Q|=0.$$

Raising $v$ raises $n_s$ and lowers $p_s$, so the traps fill and their positive charge falls. It also raises $|Q|$, because $\partial G/\partial v=1-e^{-v}+(n_b/N_A)(e^v-1)>0$. Hence $\partial H/\partial v<0$. Raising $n_b$ at fixed $v$ also fills traps, and raises $G$ because $e^v-v-1>0$. Hence $\partial H/\partial n_b<0$, and

$$\frac{dv}{dn_b}=-\frac{\partial H/\partial n_b}{\partial H/\partial v}<0.$$

Each $V$ therefore belongs to one value of $n(0)$. It also fixes $v$, and through them $J_s$ and $w$. Recombination inside the depletion layer can be added to $J_s$ if it too depends only on $v$ and $n_b$.

**How flat are the quasi-Fermi levels?** A flux $J_s$ through local density $n_be^u$ needs a quasi-Fermi gradient $TJ_s/(Dn_be^u)$. The total drop, in units of $T$, is $(J_s/Dn_b)\int e^{-u}dz$ over the layer. It is evaluated for the example below.

## 4. Collection by reciprocity

Define $f(x)$ by

$$Df''=\frac f\tau,\qquad f(0)=1,\qquad Df'(W)=-S_bf(W),$$

where $S_b$ is the back recombination velocity. The excess density obeys the same back condition, $Dn'(W)=-S_bn(W)$. Multiply (2) by $f$ and subtract $n$ times the equation for $f$. The lifetime terms cancel:

$$D(fn''-nf'')+gf=0.$$

Since $fn''-nf''=(fn'-nf')'$, integration gives

$$D\big[fn'-nf'\big]_0^W=-\int_0^Wgf\,dx.$$

At $W$ the bracket is $-(S_b/D)(fn-nf)=0$. At $0$, with $f(0)=1$, what remains is

$$Dn'(0)=\int_0^Wgf\,dx+Dn(0)f'(0).\tag{5}$$

The function $f(x)$ is thus the fraction of carriers created at $x$ that reach the edge when the edge density is held at zero. The last term, which is negative, is the diffusion back into the wafer caused by a non-zero $n(0)$.

For a thick wafer the decaying solution is $f=e^{-x/L}$, with $f'(0)=-1/L$. Then

$$\int_0^\infty gf\,dx=Fe^{-\alpha w}\frac{\alpha}{\alpha+1/L}=\frac{Fe^{-\alpha w}}{1+\delta/L}.$$

## 5. The straight line

Pairs created inside the depletion layer supply $F(1-e^{-\alpha w})$ electrons to the surface. Adding the flux (5) and equating the sum to the loss gives

$$J_s=F(1-e^{-\alpha w})+\frac{Fe^{-\alpha w}}{1+\delta/L}-\frac{Dn(0)}{L}.$$

Move the last term to the left and define $C=J_s+Dn(0)/L$. Since $1-1/(1+\delta/L)=\delta/(\delta+L)$,

$$F\left[1-e^{-w/\delta}\frac{\delta}{\delta+L}\right]=C.\tag{6}$$

For $w\to0$ the bracket is $L/(\delta+L)$, and (1) follows. By Section 3, $C$ is the same at every wavelength when $V$ is fixed.

For $\delta\ll L$ nearly every carrier is collected and $F\to C$. For $\delta\gg L$ a fraction of about $L/\delta$ is collected, so the required flux grows as $\delta$. The intercept on the flux axis, $C$, mixes surface loss with bulk loss and does not by itself give $L$. The intercept on the length axis does, because $C$ cancels. From two points,

$$L=\frac{F_1\delta_2-F_2\delta_1}{F_2-F_1}.\tag{7}$$

The numerator is $C(\delta_2-\delta_1)$ and the denominator is $C(\delta_2-\delta_1)/L$. The negative absorption length at the intercept is a geometric extrapolation, not a physical condition.

**Effect of the depletion width.** Put $e^{-w/\delta}\simeq1-w/\delta+w^2/2\delta^2$ in (6). The bracket becomes

$$\frac{L+w-w^2/(2\delta)}{\delta+L}.$$

To first order in $w/\delta$, $F=C(\delta+L)/(L+w)$. The slope changes by the factor $L/(L+w)$, but the zero stays at $-L$; it does not move to $-(L+w)$. The next term changes $F$ by a relative amount of about $w^2/[2\delta(L+w)]$.

## 6. Why not hold the flux constant?

Suppose $F$ is fixed and $V$ is recorded instead. For light so weak that $n(0)\ll n_0$, the surface is linear: $J_s=Sn(0)$ with constant $S$, and $V=an(0)$ with constant $a$. With $w\to0$, the balance reads

$$\frac{F}{1+\delta/L}=\left(S+\frac DL\right)\frac Va .$$

Now $1/V$ is proportional to $1+\delta/L$ and has the same zero. In stronger light $S$ and $a$ generally vary with $n(0)$, and the argument fails. Holding $V$ constant removes the need to know how they vary.

## 7. Worked example

The parameters are round, rough values in the regime of lightly boron-doped silicon at 300 K, where $T=0.02585$ eV: $N_A=10^{15}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, $\kappa=11.7$, mobility 1200 cm²/Vs and $\tau=5$ µs. Hence

$$D=1200\times0.02585=31.02\ \text{cm}^2/\text{s},$$
$$L=\sqrt{31.02\times5\times10^{-6}}\ \text{cm}=124.5\ \text{µm}=1.245\times10^6\ \text{Å}.$$

The surface has $N_t=10^{11}$ cm$^{-2}$, $s_0=1$ cm/s and no fixed charge. At $V=50$ mV the band bending falls from 0.2889 to 0.2389 eV, and the edge excess is $8.293\times10^6$ cm$^{-3}$. With recombination inside the depletion layer left out, the two losses, in cm$^{-2}$s$^{-1}$, add to

$$C=4.075\times10^{10}+2.066\times10^{10}=6.141\times10^{10}.$$

At $\delta=100$ µm, equation (1) gives

$$F=6.141\times10^{10}\,(1+100/124.5)=1.107\times10^{11}\ \text{cm}^{-2}\text{s}^{-1}.$$

A numerical search for the flux that produces 50 mV, with (2) solved by finite differences in a thick wafer and $w$ neglected, gives $6.634\times10^{10}$ at 10 µm and $11.071\times10^{10}$ at 100 µm. Equation (7) then yields

$$L=\frac{6.634\times100-11.071\times10}{11.071-6.634}\ \text{µm}=124.6\ \text{µm},$$

and a line through all six absorption lengths gives 124.54 µm. The small difference comes from rounding the fluxes.

With the same bulk and voltage, a second surface ($N_t=3\times10^{11}$ cm$^{-2}$, fixed charge $2\times10^{10}$ cm$^{-2}$, $s_0=10$ cm/s) needs 1.54 times the flux. With the first surface at 20 mV, the flux is 0.148 times that at 50 mV. Both lines return 124.54 µm: $C$ changes and the zero does not.

At constant flux, with the first surface and $F=8.11\times10^{10}$ cm$^{-2}$s$^{-1}$, $V$ falls from 53.4 to 44.8 mV across the scan. A line through $1/V$ then gives a false length of 458 µm. With the flux lowered by a factor of $10^4$, the first voltage is 27 µV and the length is 124.6 µm, as the small-signal argument requires.

**Sizes of the approximations.** The injection ratio at the edge, $n(0)/N_A$, is $8\times10^{-9}$. Inside the wafer the ratio is somewhat higher, reaching $1.2\times10^{-8}$ at $\delta=100$ µm. The quasi-Fermi drop, estimated with a parabolic potential and the surface loss alone, is 0.0025 $T$ for the first surface and 0.029 $T$ for the second. Both are far below $T$. The omitted recombination inside the depletion layer is not small: midgap traps with electron and hole lifetimes of 5 µs would add about $4.5\times10^{10}$ cm$^{-2}$s$^{-1}$ to $C$ for the first surface at 50 mV. Because this loss depends only on $v$ and $n_b$, it raises all the constant-voltage fluxes by one common factor and leaves the zero in place. The other numbers would change: the flux ratio between the two surfaces would fall from 1.54 to about 1.14, and the constant-flux false length from 458 to about 340 µm. The depletion width is 0.556 µm. Including it in the thick wafer multiplies the fitted slope by 0.9954, against $L/(L+w)=0.9956$, and gives $L=124.57$ µm. With a neutral region 650 µm thick and $S_b=10^5$ cm/s as well, the fit gives 124.52 µm. For this short diffusion length, thickness is unimportant, provided the back surface adds no photovoltage. A depleted back surface like the first surface would develop about 1 mV at $\delta=10$ µm and 6 mV at 100 µm. If that voltage entered the measurement, a fixed reading would no longer fix the front band bending.

## 8. When the diffusion length reaches the wafer thickness

For finite $W$, the function satisfying both conditions on $f$ is

$$f=\frac{\cosh[(W-x)/L]+s\sinh[(W-x)/L]}{\cosh(W/L)+s\sinh(W/L)},\qquad s=\frac{S_bL}{D}.$$

Its initial slope defines an effective length $L_e=-1/f'(0)$:

$$L_e=L\,\frac{1+s\tanh(W/L)}{s+\tanh(W/L)}.\tag{8}$$

For $W\gg L$ this returns $L$. For a very fast back surface it is $L\tanh(W/L)$, which tends to $W$ when $L\gg W$. For $S_b=0$ it is $L\coth(W/L)$, which exceeds $L$.

The collected fraction is $\eta=\delta^{-1}\int_0^Wfe^{-x/\delta}dx$. Repeated integration by parts, with terms of order $e^{-W/\delta}$ dropped, gives

$$\eta=f(0)+\delta f'(0)+\delta^2f''(0)+\dots=1-\frac{\delta}{L_e}+\frac{\delta^2}{L^2}+\dots$$

because $f''=f/L^2$. With $w\to0$, the flux balance is $F=[J_s+Dn(0)/L_e]/\eta$, and

$$\frac1\eta=1+\frac{\delta}{L_e}+\delta^2\left(\frac1{L_e^2}-\frac1{L^2}\right)+\dots\tag{9}$$

The initial tangent extrapolates to $-L_e$, which in general differs from $-L$, and the plot bends. The exception is $S_b=D/L$, for which $L_e=L$ and the quadratic term vanishes. Write the quadratic coefficient as $q$. A chord between $\delta_1$ and $\delta_2$ has slope $1/L_e+q(\delta_1+\delta_2)$ and offset $1-q\delta_1\delta_2$. If $q>0$, its apparent length is less than $L_e$. If $q<0$, it is greater, as long as the slope stays positive. These rules hold while the quadratic term outweighs the terms dropped from (9); they can fail when $q$ is very small.

Suppose gettering raises $\tau$ to 100 µs, with the other parameters unchanged and light reflected at the back surface still neglected. The true length is now 557 µm, close to the thickness of 650 µm.

- With $S_b=10^5$ cm/s, $L_e=460$ µm and the fitted length is 419 µm. The inferred lifetime $L^2/D$ is 56.5 µs.
- With $S_b=0$, $L_e=676$ µm and the fitted length is 738 µm. The inferred lifetime is 176 µs.

The true lifetime is the same in both cases; the difference comes from the back surface.

If independent recombination rates add, the rate removed by gettering is $1/\tau_1-1/\tau_2=D(1/L_1^2-1/L_2^2)$. Here it is $0.200-0.010=0.190$ µs$^{-1}$. The two false final lifetimes would give 0.182 and 0.194 µs$^{-1}$. The removed rate is much less affected than the final lifetime, because the short initial lifetime dominates the difference. Neither quantity identifies the impurity.

## 9. The model beside a real silicon wafer

The doping, mobility and thickness are ordinary for silicon. A lifetime of 5 µs is short and suits contaminated material; clean wafers can have much longer lifetimes. The trap parameter $s_0=1$ cm/s of the first surface is low, but the loss velocity referred to the layer edge, $J_s/n(0)$, is about 4900 cm/s at 50 mV. The light is weak. An assumption that clean silicon can easily break is $L\ll W$. In the case above, this moves the fitted length from the true 557 µm to 419 or 738 µm, depending on the back surface.

For the 5 µs wafer, optical calibration matters more than thickness. A constant reflectance cancels in (7), but a varying one does not. If $R$ falls from 0.33 at the shortest absorption length to 0.32 at the longest, linearly in photon energy, and is left uncorrected, the fitted length rises from 124.5 to 128.9 µm, or 3.5%. The size depends on the course of $R$ in between; linear in $\delta$ it would be 129.8 µm. The incident flux needed at long $\delta$ is then relatively smaller, so the line is too shallow.

If every assumed $\delta$ is wrong by one common factor, $L$ is wrong by that factor. Heating does not act so uniformly. Take the rough model $\alpha\propto(\text{photon energy}-\text{gap})^2$, with a gap of 1.12 eV that falls by 0.25 meV/K. A wafer 5 K warmer than its absorption calibration has a gap lower by 1.25 meV. At $\delta=100$ µm the photon energy is 1.256 eV, and $\alpha$ rises by about $2\times0.00125/0.136=1.8\%$. At 10 µm, where the photon energy is 1.550 eV, the rise is about 0.6%. The fitted length becomes 127.2 µm, an error of 2.2% relative to the correctly calibrated wafer. This estimate counts only the shift of the gap. The phonon population also grows with temperature and raises the indirect absorption further, so the error in real silicon is larger. An empirical phonon-assisted absorption formula gives rises of about 2% at 10 µm and 4% at 100 µm and a fitted length near 130 µm, roughly twice the error above.

## Table of computed values

```
temperature 300 K, kT 0.02585 eV
acceptors 1.0e+15 cm^-3, intrinsic density 1.0e+10 cm^-3
relative permittivity 11.7
mobility 1200 cm2/Vs, D 31.02 cm2/s
lifetime 5.0 us, wafer thickness 650 um
back recombination velocity 1.0e+05 cm/s
true L = sqrt(D tau): 124.54 um = 1.2454e+06 angstrom
surface A: traps 1.0e+11 cm^-2, fixed 0.0e+00 cm^-2, velocity 1.0 cm/s
surface B: traps 3.0e+11 cm^-2, fixed 2.0e+10 cm^-2, velocity 10.0 cm/s
set photovoltage 50 mV
dark band bending, surface A 0.2889 eV
lit band bending, surface A 0.2389 eV
edge excess density 8.2926e+06 cm^-3
surface loss J_s 4.0749e+10 cm^-2 s^-1
diffusion loss D n(0)/L 2.0656e+10 cm^-2 s^-1
flux-axis intercept C 6.1405e+10 cm^-2 s^-1
delta um | photon eV | F ideal | F real wafer | (cm^-2 s^-1)
     10 | 1.550 | 6.6335e+10 | 6.6049e+10
     20 | 1.424 | 7.1265e+10 | 7.0955e+10
     40 | 1.335 | 8.1126e+10 | 8.0772e+10
     60 | 1.296 | 9.0987e+10 | 9.0591e+10
     80 | 1.272 | 1.0085e+11 | 1.0041e+11
    100 | 1.256 | 1.1071e+11 | 1.1024e+11
L from ideal thick wafer 124.54 um
L from surface B 124.54 um, flux ratio B/A at first delta 1.540
L at 20 mV 124.54 um, flux ratio to 50 mV 0.1483
depletion width 0.556 um
L with depletion width, thick wafer 124.57 um
slope ratio with/without width 0.99543, L/(L+w) 0.99556
L from real wafer (width, thickness, back) 124.52 um = 1.2452e+06 angstrom
lifetime inferred from real wafer 4.998 us
constant flux: voltages 53.37 to 44.76 mV, false L 458.5 um
constant flux 1e-4 lower: first voltage 26.99 uV, L 124.62 um
injection ratio n(0)/N_A 8.29e-09
quasi-Fermi drop across depletion layer: surface A 0.0025 kT, surface B 0.0289 kT
reflectance 0.33 to 0.32 left uncorrected: L 128.88 um
absorption model: gap 1.12 eV, strength 5.4e+03 cm^-1 eV^-2
gap falls 0.25 meV/K, wafer 5 K warmer: L 127.23 um
long-lifetime wafer: tau 100 us, true L 557.0 um
  tangent length L_e: fast back 459.6 um, quiet back (S_b=0) 676.5 um
  fitted L: fast back 418.7 um, quiet back 738.2 um
  inferred lifetime: fast back 56.5 us, quiet back 175.6 us
```
